\section*{How gamma2 produces the electron and hole pockets of graphite}

\section*{Problem}

In AB-stacked graphite each layer has two sites per cell. The dimer sites $D_1$ and $D_2$ lie on a common vertical line; the non-dimer sites $N_1$ and $N_2$ face hexagon centres of the adjacent layers. Let $a$ be the in-plane lattice constant, $d=a/\sqrt3$ the bond length and $c$ the vertical period, which contains two layers. The positions are
\[
N_1:(0,d,0),\quad D_1:(0,0,0),\quad D_2:(0,0,\tfrac c2),\quad N_2:(0,-d,\tfrac c2).
\]
The Slonczewski-Weiss-McClure (SWMcC) model, with one orthogonal $\pi$ orbital per site, has these hopping amplitudes:
\begin{itemize}
\item $-\gamma_0$ along in-plane bonds, and $\gamma_1$ between vertically adjacent dimer sites;
\item $\gamma_3$ (between $N$ sites) and $\gamma_4$ (between an $N$ and a $D$ site) in adjacent layers, at lateral distance $d$;
\item $\gamma_2/2$ and $\gamma_5/2$ between equivalent $N$ sites and equivalent $D$ sites one period $c$ apart.
\end{itemize}
The site energies are $\gamma_2$ on $N$ and $\Delta+\gamma_5$ on $D$. Spin only doubles every state. There is one electron per orbital, and the temperature is zero.

The vertical edge of the Brillouin zone has $K$ at $k_z=0$ and $H$ at $k_z=\pm\pi/c$. Energies are in eV or meV and lengths in nm, the natural units here.

\begin{enumerate}
\item Find the four levels along $H$-$K$-$H$. Which are degenerate, and how far does the degenerate pair disperse?
\item Set $\gamma_3=0$. Find the bands at general in-plane momentum and locate them relative to the degenerate level.
\item For $\gamma_2<0$ and $\gamma_3=0$, decide where the neutral Fermi level can lie and which carriers exist. What happens if $\gamma_2=0$?
\item Keep $\gamma_0,\gamma_1,\gamma_2$ alone. To leading order in $|\gamma_2|/\gamma_1$, find the Fermi level, the place where the pockets meet, and the carrier density. Then estimate the next order.
\item Evaluate the results for $\gamma_0=3$, $\gamma_1=0.4$, $\gamma_2=-0.02$, $\gamma_3=0.3$, $\gamma_4=0.04$, $\gamma_5=0.02$, $\Delta=-0.01$ eV, $a=0.25$ nm, $c=0.67$ nm. These are round parameters of the size found in graphite.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Every hop with lateral displacement $d$ carries the same sum of three phases, or its conjugate. Evaluate that sum at the zone corner.
\item Use even and odd combinations of the dimer orbitals. To which combination of $N_1$ and $N_2$ does each couple?
\item Try a Fermi level above the whole range of the degenerate level, then one below it, and count carriers.
\item At fixed $k_z$ a pocket has a circular section. Its area follows from the band equation at $E=E_F$. Use $\sin(k_zc/2)$ as integration variable.
\end{enumerate}

\section*{Solution}

\subsection*{1. Levels on the zone edge}

With Bloch sums whose phases follow the atomic positions, $H_{ij}=\sum t\,e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$. Define
\begin{equation}
f=\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta},\qquad
\Gamma=2\cos\frac{k_zc}{2},
\end{equation}
where $\boldsymbol\delta=(0,d),(\pm a/2,-d/2)$. The vectors from $N_1$ to its dimer neighbours have lateral part $-\boldsymbol\delta$; those from $N_2$ have $+\boldsymbol\delta$. From $N_1$ to $N_2$ the lateral displacement is $(0,-2d)$, which the lattice vector $(0,3d)$ turns into $(0,d)$, so this set is also $+\boldsymbol\delta$. A hop to the adjacent layers goes up or down by $c/2$ and gives $\Gamma$. Hence
\begin{align}
H_{N_1D_1}&=-\gamma_0f^*, & H_{N_1D_2}&=\gamma_4\Gamma f^*, & H_{N_1N_2}&=\gamma_3\Gamma f,\nonumber\\
H_{N_2D_2}&=-\gamma_0f, & H_{N_2D_1}&=\gamma_4\Gamma f, & H_{D_1D_2}&=\gamma_1\Gamma .
\end{align}
On the diagonal, the hops up and down by $c$ add $2(\gamma_2/2)\cos k_zc$ to the $N$ energy. Since $1+\cos k_zc=2\cos^2(k_zc/2)=\Gamma^2/2$,
\begin{equation}
E_3=\gamma_2(1+\cos k_zc)=\tfrac12\gamma_2\Gamma^2 .
\label{e3}
\end{equation}
In the same way the $D$ energy is $\Delta+\frac12\gamma_5\Gamma^2$.

At the corner $\mathbf K=(4\pi/3a,0)$ the three phases give $f=1+2\cos(2\pi/3)=0$. Every element that contains $f$ vanishes, including those with $\gamma_3$ and $\gamma_4$. The two $N$ orbitals are then uncoupled and share the energy $E_3$. The dimer orbitals are coupled by $\gamma_1\Gamma$ and give
\begin{equation}
E_\pm=\Delta\pm\gamma_1\Gamma+\tfrac12\gamma_5\Gamma^2 .
\end{equation}
The $N$ levels are degenerate along the whole edge. The two dimer levels meet only at $H$, where $\Gamma=0$ and both equal $\Delta$. The degenerate $N$ pair goes from $0$ at $H$ to $2\gamma_2$ at $K$ and back to $0$. Its width is $2|\gamma_2|$. The factor depends on the convention: the actual hopping is $\gamma_2/2$, and a chain with hopping $t$ has width $4|t|$.

\subsection*{2. Bands away from the edge}

Let $\gamma_3=0$ and $|D_\pm\rangle=(|D_1\rangle\pm|D_2\rangle)/\sqrt2$. These states have energies $E_\pm$ and are not coupled to each other. Their couplings to the $N$ orbitals are
\begin{align}
\langle N_1|H|D_\pm\rangle&=\frac{f^*}{\sqrt2}(-\gamma_0\pm\gamma_4\Gamma),\\
\langle N_2|H|D_\pm\rangle&=\frac{f}{\sqrt2}(\gamma_4\Gamma\mp\gamma_0)
=\pm\frac{f}{\sqrt2}(-\gamma_0\pm\gamma_4\Gamma).
\end{align}
For $f\neq0$, $D_\pm$ therefore couples to one combination,
\begin{equation}
|N_\pm\rangle=\frac{f^*|N_1\rangle\pm f|N_2\rangle}{\sqrt2\,|f|},\qquad
\langle N_+|N_-\rangle=\frac{|f|^2-|f|^2}{2|f|^2}=0,
\end{equation}
with strength $-|f|(\gamma_0\mp\gamma_4\Gamma)$. Both $N_\pm$ have energy $E_3$, so the $4\times4$ problem splits into two $2\times2$ blocks:
\begin{equation}
(E_\pm-E)(E_3-E)=|f|^2(\gamma_0\mp\gamma_4\Gamma)^2 .
\label{blocks}
\end{equation}
The right side is not negative, so the two factors cannot have opposite signs. In each block one root lies at or above both $E_\pm$ and $E_3$, and the other at or below both. At every momentum, then, two bands satisfy $E\ge E_3(k_z)$ and two satisfy $E\le E_3(k_z)$.

To see the shape near the edge, put $\mathbf k=\mathbf K+\mathbf q$ and expand:
\begin{align}
f&=e^{iq_yd}+2\cos\!\Big(\frac{2\pi}{3}+\frac{q_xa}{2}\Big)e^{-iq_yd/2}\nonumber\\
&\simeq-\frac{\sqrt3}{2}aq_x+\frac{3i}{2}dq_y=\frac{\sqrt3}{2}a(-q_x+iq_y).
\end{align}
Thus $\gamma_0|f|\simeq vq$ with $v=\frac{\sqrt3}{2}a\gamma_0$. In the minimal model ($\gamma_0,\gamma_1,\gamma_2$) and close to the touching energy, $E_\pm-E\simeq\pm\gamma_1\Gamma$, and (\ref{blocks}) gives
\begin{equation}
E\simeq E_3\mp\frac{v^2q^2}{\gamma_1\Gamma}.
\end{equation}
In each slice of fixed $k_z$, one parabola opens downwards (block $+$) and one upwards (block $-$). They touch at $E_3(k_z)$. The approximation needs $|E_3|$ and $vq$ small compared with $\gamma_1\Gamma$. At fixed $q\ne0$ the second condition fails close to $H$, where $\Gamma$ vanishes.

\subsection*{3. Why neutrality requires both carriers}

There are four electrons per cell, enough to fill two spin-doubled bands. Electrons in the upper two bands must therefore balance holes in the lower two.

Take $\gamma_2<0$, so that $2\gamma_2\le E_3\le0$. Assume also $E_-<E_3<E_+$ on the edge, that is
\begin{equation}
\big|\Delta+\tfrac12(\gamma_5-\gamma_2)\Gamma^2\big|<\gamma_1\Gamma .
\label{order}
\end{equation}
For small $\Delta$, $\gamma_2$ and $\gamma_5$ this holds except, when $\Delta\ne0$, in a thin sliver at $H$ where $\Gamma\lesssim|\Delta|/\gamma_1$. Within (\ref{order}) the upper and lower bands touch at $E_3$.

Suppose $E_F\ge0$. The lower bands obey $E\le E_3\le0$, so there are no holes. The upper bands start at $2\gamma_2<E_F$ at $K$, so there are electrons. This is not neutral. Suppose instead $E_F\le2\gamma_2$. The upper bands obey $E\ge E_3\ge2\gamma_2$, so there are no electrons. The lower bands reach $E_3>2\gamma_2$ away from $K$, so there are holes. This is not neutral either. Therefore
\begin{equation}
2\gamma_2<E_F<0 .
\end{equation}
The upper bands are then occupied near $K$, and neutrality demands an equal number of holes. Electrons can exist only in slices with $E_3<E_F$, holes only in slices with $E_3>E_F$. The electron pocket is centred on $K$, and the holes lie towards $H$.

If $\gamma_2=0$, then $E_3=0$ for all $k_z$. Two bands lie at or above zero and two at or below it, so $E_F=0$ is neutral and the bands touch without overlapping. For $\gamma_3=0$, neither $\gamma_4$, $\gamma_5$ nor $\Delta$ changes this. The dispersion of the degenerate level is what turns touching bands into overlapping ones.

The argument does not cover $\gamma_3\neq0$. That hopping couples the $N$ orbitals away from the edge, and $E_3$ need no longer separate the bands.

\subsection*{4. Fermi level and density in the minimal model}

Write $g=|\gamma_2|$, $\varepsilon=-E_F>0$ and $\varphi=k_zc/2$. Then $E_\pm=\pm2\gamma_1\cos\varphi$ and $E_3=-2g\cos^2\varphi$. Setting $E=E_F$ in (\ref{blocks}) gives the squared radii of the electron section (block $-$) and the main hole section (block $+$):
\begin{align}
v^2q_e^2&=(2\gamma_1\cos\varphi-\varepsilon)(2g\cos^2\varphi-\varepsilon),\label{qe}\\
v^2q_h^2&=(2\gamma_1\cos\varphi+\varepsilon)(\varepsilon-2g\cos^2\varphi).\label{qh}
\end{align}
Block $-$ also holds a few holes at $H$, where $2\gamma_1\cos\varphi<\varepsilon$. Their $v^2q^2$ is of order $\varepsilon^2$ over a range of $\varphi$ of order $\varepsilon/\gamma_1$, so relative to the main pocket they are of order $(g/\gamma_1)^2$ and are dropped.

To leading order the first factor in both lines is $2\gamma_1\cos\varphi$. Equal volumes of the two pockets mean
\begin{equation}
\int_0^{\pi/2}\cos\varphi\,(2g\cos^2\varphi-\varepsilon)\,d\varphi=0 .
\end{equation}
With $s=\sin\varphi$, $\int\cos\varphi\,d\varphi=1$ and $\int\cos^3\varphi\,d\varphi=\int_0^1(1-s^2)ds=\frac23$. Hence $\varepsilon=\frac43g$, or
\begin{equation}
E_F=\tfrac43\gamma_2 .
\label{ef}
\end{equation}
This is nearer to the level at $K$ than to that at $H$, because the factor $\cos\varphi$, which is proportional to the in-plane mass, gives the slices near $K$ more states per unit energy. The pockets meet where $E_3=E_F$:
\begin{equation}
\cos^2\varphi_0=\tfrac23,\qquad \cos k_zc=2\cdot\tfrac23-1=\tfrac13 .
\end{equation}

For the density, six vertical edges, each shared by three zones, make two full edges per zone. With two spins,
\begin{equation}
n=\frac{2\cdot2}{(2\pi)^3}\int\pi q_e^2\,dk_z
=\frac{2}{\pi^2c}\int_0^{\varphi_0}q_e^2\,d\varphi ,
\label{n0}
\end{equation}
since $dk_z=2\,d\varphi/c$ and the two signs of $k_z$ contribute equally. Inserting $v^2q_e^2=4\gamma_1g\cos\varphi\,(\cos^2\varphi-\frac23)$ and using $\cos^2\varphi-\frac23=\frac13-s^2$, with $s_0=\sin\varphi_0=1/\sqrt3$,
\begin{equation}
\int_0^{s_0}\Big(\frac13-s^2\Big)ds=\frac{s_0}{3}(1-s_0^2)=\frac{2}{9\sqrt3}.
\end{equation}
With $v^2=\frac34a^2\gamma_0^2$ the result is
\begin{equation}
n_e=n_h=n=\frac{16\gamma_1g}{9\sqrt3\,\pi^2cv^2}
=\frac{64\,\gamma_1|\gamma_2|}{27\sqrt3\,\pi^2a^2c\,\gamma_0^2}.
\label{n}
\end{equation}
The density is linear in $|\gamma_2|$ and vanishes with it.

\paragraph{Next order.} Let $X=2g\cos^2\varphi-\varepsilon$. Equations (\ref{qe}) and (\ref{qh}) give $v^2q_e^2=2\gamma_1\cos\varphi\,X-\varepsilon|X|$ where $X>0$, and $-v^2q_h^2=2\gamma_1\cos\varphi\,X-\varepsilon|X|$ where $X<0$. Neutrality becomes
\begin{equation}
2\gamma_1\Big(\frac{4g}{3}-\varepsilon\Big)=\varepsilon\int_0^{\pi/2}|X|\,d\varphi .
\end{equation}
On the right the leading $\varepsilon=\frac43g$ suffices. Define
\begin{align}
A&=\int_0^{\varphi_0}\!\Big(\cos^2\varphi-\frac23\Big)d\varphi=\frac{\sqrt2-\varphi_0}{6}\simeq0.133,\\
J&=\int_0^{\pi/2}\!\Big|\cos^2\varphi-\frac23\Big|d\varphi=\frac{\pi}{12}+2A\simeq0.528 .
\end{align}
Then
\begin{equation}
E_F\simeq-\frac{4g}{3}+\frac{4J}{3}\frac{g^2}{\gamma_1}
\simeq-\frac{4g}{3}+0.70\,\frac{g^2}{\gamma_1}.
\label{next}
\end{equation}
The integral of $v^2q_e^2$, which is $8\gamma_1g/(9\sqrt3)$ at leading order, gains $2\gamma_1s_0\cdot\frac43Jg^2/\gamma_1$ from the raised Fermi level and loses $\frac43g\cdot2gA$ from the term $-\varepsilon|X|$. The net change is $0.46\,g^2$, so $n$ grows by the fraction $0.89\,g/\gamma_1$.

\subsection*{5. Numbers}

The degenerate level lies at $0$ at $H$, $-20$ meV halfway and $2\gamma_2=-40$ meV at $K$. Its width is 40 meV, although the hopping is only $-10$ meV. The dimer levels at $K$ are $-10+40\pm800$ meV, that is $830$ and $-770$ meV, far from the Fermi level.

With $\gamma_3=0$ and the other parameters kept, the band overlap is 39.994 meV. The missing 0.006 meV comes from the sliver at $H$. The lower bands reach $E_3$ only down to $\Gamma\simeq|\Delta|/\gamma_1=0.025$, where $E_3=\frac12\gamma_2\Gamma^2\simeq-0.006$ meV. With $\gamma_2=0$ as well, the overlap is zero.

For the minimal model, (\ref{ef}) gives $E_F=-26.7$ meV, and to the same order the pockets meet at $k_zc=70.5^\circ$; with the counted Fermi level given below, $E_3=E_F$ moves this to about $73^\circ$. Equation (\ref{n}) gives
\[
n=\frac{64(0.4)(0.02)}{27\sqrt3\,\pi^2(0.25)^2(0.67)(3)^2}
=2.94\times10^{-3}\ \mathrm{nm^{-3}}=2.94\times10^{18}\ \mathrm{cm^{-3}} .
\]
Counting states of the lattice Hamiltonian on a momentum grid gives $-26.0$ meV and $3.07\times10^{-3}$ nm$^{-3}$. The next-order terms account for both differences: with $g/\gamma_1=0.05$ they raise $E_F$ by 0.7 meV and $n$ by 4 per cent. For $\gamma_2$ ten times smaller, the count agrees with the leading density to 0.4 per cent, and $E_F/\gamma_2=1.330$ against $1.333$.

With $v=0.6495$ eV nm and $\varepsilon=0.026$ eV, (\ref{qe}) gives the electron radius in the plane of $K$:
\[
q_e=\frac{\sqrt{(0.8-0.026)(0.04-0.026)}}{0.6495}=0.160\ \mathrm{nm^{-1}} .
\]
The lattice bands, taken along one direction, give 0.161 nm$^{-1}$. This is about one per cent of the distance $4\pi/3a$ from the zone axis to the edge, so the linear form of $f$ is adequate.

With all parameters present, including $\gamma_3$, the count gives $E_F=-24.4$ meV, still inside the 40 meV range, and $2.7\times10^{18}$ cm$^{-3}$ of each carrier. Switching off $\gamma_2$ alone leaves only 1 to 2 per cent of that density. For these parameters $\gamma_2$ is thus responsible for nearly all the carriers, but it is not the sole source. The remainder needs $\gamma_3$ together with at least one of $\gamma_4$, $\gamma_5$ and $\Delta$: with $\gamma_0$, $\gamma_1$ and $\gamma_3$ alone, hopping only connects the set $N_1,D_2$ with the set $D_1,N_2$, so the spectrum is symmetric about zero and the bands do not overlap.

\section*{Variation A: the opposite sign of $\gamma_2$}

\emph{What changes in the minimal model if $\gamma_2>0$?}

Reverse the signs of the orbitals $N_1$ and $D_2$. The elements $N_1D_1$, $N_2D_2$ and $D_1D_2$ change sign, while the diagonal does not. Hence $H(\gamma_2)$ has the spectrum of $-H(-\gamma_2)$: reversing $\gamma_2$ turns the bands upside down and exchanges electrons with holes. The level now rises from $0$ at $H$ to $2\gamma_2>0$ at $K$. The formulas (\ref{ef}) and (\ref{n}) still hold, but the holes surround $K$ and the electrons lie towards $H$. The numerical test with reversed $\gamma_2$ confirms the exchange. The width alone does not tell which carrier is where; the sign of $\gamma_2$ does.

\section*{Variation B: removing one pocket by doping}

\emph{In the minimal model with $\gamma_2<0$ and rigid bands, how much charge must be added to remove all holes, or all electrons?}

The holes disappear when $E_F$ reaches $0$. Then $\varepsilon=0$, and (\ref{qe}) gives $v^2q_e^2=4\gamma_1g\cos^3\varphi$ along the whole edge. From (\ref{n0}),
\begin{equation}
n_e=\frac{2}{\pi^2c}\,\frac{4\gamma_1g}{v^2}\cdot\frac23
=\frac{16\gamma_1g}{3\pi^2cv^2}=3\sqrt3\,n ,
\end{equation}
with $n$ from (\ref{n}). The electrons disappear when $E_F=2\gamma_2$. Then $\varepsilon=2g$, and (\ref{qh}) gives, to leading order, $v^2q_h^2=4\gamma_1g\cos\varphi\sin^2\varphi$. The integral of $\cos\varphi\sin^2\varphi$ is $\frac13$, half the previous value, so $n_h=\frac{3\sqrt3}{2}n$.

To leading order in $g/\gamma_1$, $5.2n$ added electrons remove the holes, while $2.6n$ added holes remove the electrons. The second number has a sizeable correction: the dropped term $4g^2\sin^2\varphi$ of (\ref{qh}) integrates to $\pi g^2$, a fraction $\frac{3\pi}{4}g/\gamma_1$, which raises it to about $2.9n$ for $g/\gamma_1=0.05$, with $n$ still from (\ref{n}). The difference reflects the neutral Fermi level, which lies twice as far from the top of the overlap, $\frac43g$, as from the bottom, $\frac23g$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input gamma0 = 3.000 eV
input gamma1 = 0.400 eV
input gamma2 = -0.020 eV
input gamma3 = 0.300 eV
input gamma4 = 0.040 eV
input gamma5 = 0.020 eV
input Delta = -0.010 eV
input a = 0.25 nm, c = 0.67 nm
hopping between N sites one period apart = -10.0 meV
Edge levels, all parameters:
  kz*c =   0 deg: E3 pair = -40.000, -40.000 meV
  kz*c =  60 deg: E3 pair = -30.000, -30.000 meV
  kz*c =  90 deg: E3 pair = -20.000, -20.000 meV
  kz*c = 120 deg: E3 pair = -10.000, -10.000 meV
  kz*c = 180 deg: E3 pair = -0.000, 0.000 meV
  four levels at K (meV): -770.0 -40.0 -40.0 830.0
  four levels at H (meV): -10.0 -10.0 0.0 0.0
width of E3 from H to K = 40.000 meV
band overlap, gamma3=0 = 39.994 meV
band overlap, gamma3=gamma2=0 = 0.000 meV
Closed forms, leading order in gamma2/gamma1:
  Fermi level 4*gamma2/3 = -26.67 meV
  pockets meet at kz*c = 70.53 deg
  density n = 2.943e-03 nm^-3 = 2.94e+18 cm^-3
Minimal model, gamma2 ten times smaller, grid count:
  EF/gamma2 = 1.330 (law: 1.333)
  n/n_formula = 1.004
  pockets meet at kz*c = 72 deg (grid step 3 deg)
Minimal model, working gamma2, grid count:
  Fermi level = -26.0 meV
  electrons = 3.07e-03 nm^-3, holes = 3.07e-03 nm^-3
  v = 0.6495 eV nm
  electron radius at K: formula 0.160 nm^-1, lattice 0.161 nm^-1
All parameters, grid count:
  Fermi level = -24.4 meV
  electrons = 2.66e-03 nm^-3, holes = 2.66e-03 nm^-3
  electrons = 2.7e+18 cm^-3
  with gamma2=0: density is 1 percent of this
\end{verbatim}
